# Midpoint of the silicon-29 doublet of an oxide E-prime centre

## The question

An E-prime centre in silicon dioxide holds one unpaired electron, largely on a single silicon atom. Most silicon nuclei have no spin, and centres built on them give one electron-spin-resonance line. A centre whose silicon is the isotope of mass 29, with nuclear spin $1/2$, gives a doublet instead.

The spectrum is recorded at fixed microwave frequency $\nu=9.5$ GHz while the static field $B$ is swept. The microwave magnetic field is perpendicular to the static field. The doublet lines are $D=42$ mT apart, and $g=2.0005$ is a rough value for this centre. The uncoupled resonance field is

$$B_0=\frac{h\nu}{g\mu_B},$$

the field at which the same centre, with the same $g$, would resonate on a spinless nucleus.

In parts (a) to (e) take an isotropic hyperfine coupling $A\,\mathbf S\cdot\mathbf I$ and neglect the nuclear Zeeman energy. Divide all energies by $g\mu_B$, so that they are measured in mT, and write $a=A/(g\mu_B)$. Assume $0<|a|<B_0$.

## Part (a): energy levels

**Question.** Find the four energy levels and their states at static field $B$.

**Model answer.** With the static field along $z$, the Hamiltonian is

$$H=BS_z+a\,\mathbf S\cdot\mathbf I,\qquad \mathbf S\cdot\mathbf I=S_zI_z+\tfrac12\left(S_+I_-+S_-I_+\right).$$

Let the first arrow denote the electron and the second the nucleus. The flip-flop term in brackets needs opposite spins, so it gives zero on $|{\uparrow\uparrow}\rangle$ and $|{\downarrow\downarrow}\rangle$. These are eigenstates with

$$E_{\uparrow\uparrow}=\frac a4+\frac B2,\qquad E_{\downarrow\downarrow}=\frac a4-\frac B2 .$$

In the basis $|{\uparrow\downarrow}\rangle,|{\downarrow\uparrow}\rangle$ the term $aS_zI_z$ contributes $-a/4$ to both diagonal elements, and the flip-flop term contributes $a/2$ off the diagonal:

$$H_{\rm block}=-\frac a4+\frac12\begin{pmatrix}B&a\\a&-B\end{pmatrix}.$$

The square of the last matrix is $(B^2+a^2)$ times the identity and its trace is zero, so its eigenvalues are $\pm R$ with $R=\sqrt{B^2+a^2}$. Hence

$$E_U=-\frac a4+\frac R2,\qquad E_L=-\frac a4-\frac R2 .$$

Setting $\cos2\eta=B/R$ and $\sin2\eta=a/R$, the states are

$$|U\rangle=\cos\eta|{\uparrow\downarrow}\rangle+\sin\eta|{\downarrow\uparrow}\rangle,\qquad
|L\rangle=-\sin\eta|{\uparrow\downarrow}\rangle+\cos\eta|{\downarrow\uparrow}\rangle .$$

## Part (b): the observed lines

**Question.** Which transitions form the doublet, and what are their energies?

**Model answer.** A perpendicular microwave field acts through $S_x=(S_++S_-)/2$, which flips the electron and leaves the nucleus alone. Two matrix elements are large when $|a|$ is small compared with $B$:

$$\langle{\uparrow\uparrow}|S_x|L\rangle=\tfrac12\cos\eta,\qquad
\langle{\downarrow\downarrow}|S_x|U\rangle=\tfrac12\cos\eta .$$

Their transition energies are

$$E_{\uparrow\uparrow}-E_L=\frac{B+R}{2}+\frac a2,\qquad
E_U-E_{\downarrow\downarrow}=\frac{B+R}{2}-\frac a2 .$$

The other four pairs must be excluded.

- The pair $U,L$ has energy $R$, and the pair $\uparrow\uparrow,\downarrow\downarrow$ has energy $B$. Both can match the microwave quantum, at $B=\sqrt{B_0^2-a^2}$ and at $B=B_0$, but $S_x$ has no matrix element for either. It flips the electron alone, whereas the product states in these pairs differ by a flip of both spins or of neither.
- The pairs $\uparrow\uparrow,U$ and $\downarrow\downarrow,L$ have matrix elements of size $|\sin\eta|/2$. Their energy differences are $a/2-(R-B)/2$ and $a/2+(R-B)/2$. Since $0<R-B<|a|$ for $B>0$, both have magnitude below $|a|$, and so below $B_0$. They cannot be resonant under the stated assumption.

Two lines remain. Their squared matrix elements relative to an uncoupled spin are $\cos^2\eta=(1+B/R)/2$, which is 0.996 for the low-field line and 0.997 for the high-field line at the fields found in part (e). In a field sweep the area of a line is also divided by the slope of its transition energy with $B$. That slope is again $(1+B/R)/2$, so the two lines have equal areas, apart from small differences in level populations.

## Part (c): the origin of the displacement

**Question.** Which term in the coupling displaces the midpoint from $B_0$, and in which direction?

**Model answer.** Keep $aS_zI_z$ alone at first. The transition energies are then $B\pm a/2$. Setting them equal to $B_0$ gives lines at $B_0\mp a/2$, whose midpoint is $B_0$.

The flip-flop term makes $|{\uparrow\downarrow}\rangle$ and $|{\downarrow\uparrow}\rangle$ repel. The upper level rises by $(R-B)/2$ and the lower one falls by the same amount. Each observed transition involves one of these levels: $L$ is the lower state of one transition, and $U$ is the upper state of the other. At fixed static field both transition energies therefore increase by

$$\frac{B+R}{2}-B=\frac{R-B}{2}>0 .$$

Both energies also increase with $B$. At fixed microwave frequency each resonance is consequently reached at a lower field than without the flip-flop term, and the midpoint moves down.

## Part (d): resonance fields and midpoint

**Question.** Find the two resonance fields. Then express the displacement $\delta=B_0-B_{\rm mid}$ through $B_0$ and the measured separation $D$ alone.

**Model answer.** Take $a>0$; a negative $a$ exchanges the nuclear labels of the two lines and leaves their positions unchanged. Setting each transition energy equal to $B_0$ gives

$$B+R=c_\mp,\qquad c_\mp=2B_0\mp a,$$

where the upper sign belongs to the low-field line. Write $R=c-B$ and square:

$$B^2+a^2=c^2-2cB+B^2\quad\Longrightarrow\quad B=\frac c2-\frac{a^2}{2c}.$$

Squaring has introduced no false root, because $c-B=c/2+a^2/(2c)$ is positive, as $R$ must be. The field itself is positive if $c>a$. For the low-field line this means $2B_0-a>a$, or $a<B_0$. The two fields are

$$B_{\rm low}=B_0-\frac a2-\frac{a^2}{2(2B_0-a)},\qquad
B_{\rm high}=B_0+\frac a2-\frac{a^2}{2(2B_0+a)} .$$

For half their sum, use

$$\frac1{2B_0-a}+\frac1{2B_0+a}=\frac{4B_0}{4B_0^2-a^2},$$

which gives

$$\delta=\frac{a^2}{4}\,\frac{4B_0}{4B_0^2-a^2}=\frac{a^2B_0}{4B_0^2-a^2}.$$

For their difference,

$$D=a+\frac{a^2}{2}\left(\frac1{2B_0-a}-\frac1{2B_0+a}\right)
=a+\frac{a^3}{4B_0^2-a^2}=\frac{4aB_0^2}{4B_0^2-a^2}.$$

The line separation is thus larger than the coupling, and only slightly so when $a\ll B_0$. Dividing the two results gives $\delta/D=a/(4B_0)$.

To eliminate $a$, multiply out the expression for $D$:

$$Da^2+4B_0^2a-4B_0^2D=0 .$$

The positive root is

$$a=\frac{-4B_0^2+4B_0\sqrt{B_0^2+D^2}}{2D}
=\frac{2B_0}{D}\left(\sqrt{B_0^2+D^2}-B_0\right).$$

Insertion into $\delta=aD/(4B_0)$ yields

$$\boxed{\delta=\frac12\left(\sqrt{B_0^2+D^2}-B_0\right)}$$

within the stated Hamiltonian. For $D\ll B_0$ the square root expands to

$$\delta=\frac{D^2}{4B_0}-\frac{D^4}{16B_0^3}+\dots$$

The leading term is quadratic in the splitting and inversely proportional to the microwave frequency.

The opposite limit is $a\to B_0$. The low-field line then reaches zero field, $D\to4B_0/3$ and $\delta\to B_0/3$. The leading term alone would give $4B_0/9$, which is too large by one third of the true value.

## Part (e): the numbers

**Question.** Show that the doublet midpoint lies about 1.3 mT below the uncoupled resonance field. What $g$ value would follow if the midpoint were treated as the position of an ordinary single line?

**Model answer.** For $g=2.0005$ the electron frequency per unit field is $g\mu_B/h=27.999$ MHz/mT, and $B_0=339.292$ mT. The third decimal is kept because a small difference of large fields is needed. Then

$$\delta=\frac{\sqrt{339.292^2+42^2}-339.292}{2}\ \text{mT}
=\frac{341.882-339.292}{2}\ \text{mT}\approx1.295\ \text{mT}.$$

The displacement is therefore **1.3 mT, or 13 G, below $B_0$**. The leading term gives $42^2/(4\times339.292)=1.300$ mT, which is 0.4% larger.

The coupling is $a=41.840$ mT, and the individual lines follow from part (d):

$$B_{\rm low}=318.372-1.375=316.997\ \text{mT},\qquad
B_{\rm high}=360.212-1.215=358.997\ \text{mT}.$$

In each case the first number is $c/2$ and the second is $a^2/(2c)$. The midpoint is 337.997 mT. If the quoted 42 mT had meant the coupling $a$ instead of the separation $D$, the displacement would be 1.305 mT, so the rounded answer does not depend on this choice.

As a test of the algebra, the resonance fields were also found by diagonalizing the four-level Hamiltonian and searching for resonance. For $|a|/B_0=0.05$, 0.12, 0.4 and 0.9, with both signs of $a$, the closed forms agreed to about $10^{-12}$ mT. The numerical output lists the values for this example.

At the fixed field $B_0$, the level repulsion of part (c) raises both transition energies by 1.285 mT, or 36 MHz. This is slightly less than $\delta$ because it equals $(\sqrt{B_0^2+a^2}-B_0)/2$, with $a$ in the place of the larger quantity $D$.

Treating the midpoint as a single line would give

$$g_{\rm app}=g\,\frac{B_0}{B_{\rm mid}}=2.0005\times\frac{339.292}{337.997}=2.0082 .$$

The excess of 0.0077 comes from the hyperfine coupling and says nothing about the true $g$ value.

With the coupling held fixed, raising the frequency to 34 GHz moves $B_0$ to 1214 mT and reduces the displacement to 0.36 mT. In the other direction, the condition $|a|<B_0$ requires a frequency above $|A|/h\approx1170$ MHz. Just below that frequency the low-field line no longer exists at positive field, and one of the low-energy transitions excluded in part (b) can become resonant. The doublet formula then fails.

## Part (f): anisotropy and the real oxide

**Question.** Let the hyperfine tensor be axial, with principal values $A_\parallel=a+2t$ and $A_\perp=a-t$ in field units. Find the displacement to second order for the static field along and across the axis. Evaluate it for the rough value $t=2$ mT, and judge how well the result of part (e) applies to a real oxide.

**Model answer.** Let the static field lie along a principal direction $z$, and let the principal values be $A_x,A_y,A_z$. Writing $S_x,S_y,I_x,I_y$ in raising and lowering operators gives

$$A_xS_xI_x+A_yS_yI_y=f(S_+I_-+S_-I_+)+d(S_+I_++S_-I_-),$$

$$f=\frac{A_x+A_y}{4},\qquad d=\frac{A_x-A_y}{4}.$$

The $f$ term connects $\uparrow\downarrow$ with $\downarrow\uparrow$, and the $d$ term connects $\uparrow\uparrow$ with $\downarrow\downarrow$. The term $A_zS_zI_z$ is equal within each pair, so both pairs are separated by $B$. To second order the upper member of each pair rises, and the lower member falls, by $f^2/B$ or $d^2/B$ respectively. Each observed transition joins a member of one pair to a member of the other, so both energies increase by $(f^2+d^2)/B$. To this order $B$ may be replaced by $B_0$:

$$\delta\simeq\frac{f^2+d^2}{B_0}=\frac{A_x^2+A_y^2}{8B_0}.$$

Along the axis $A_x=A_y=A_\perp$. Across it, one of the two is $A_\parallel$. Therefore

$$\delta_{\rm along}\simeq\frac{A_\perp^2}{4B_0},\qquad
\delta_{\rm across}\simeq\frac{A_\parallel^2+A_\perp^2}{8B_0}.$$

Hold $a=41.84$ mT fixed, so that $A_\parallel=45.84$ mT and $A_\perp=39.84$ mT; the line separation then varies with direction. The formulas give 1.170 mT and 1.359 mT. Diagonalization gives 1.175 mT and 1.364 mT, and an average of 1.30 mT over all directions.

The nuclear Zeeman energy adds $-\epsilon BI_z$ to $H$, where $\epsilon$ is the ratio of nuclear to electron Zeeman energy. The mean of the two transition energies becomes

$$\frac12\left[B(1-\epsilon)+\sqrt{B^2(1+\epsilon)^2+a^2}\right]\simeq B+\frac{a^2}{4B}(1-\epsilon).$$

The terms linear in $\epsilon B$ cancel. The computed change in displacement is only $4\times10^{-4}$ mT.

In a charge-trap memory, E-prime centres can occur in the oxide layers around the storage layer. The splitting and $g$ value used here are of the size known for such centres, but an amorphous oxide contains all orientations and a spread of local geometries. This breaks the assumption of a single isotropic coupling and a single $g$. A rough $g$ anisotropy of 0.0015 corresponds to $339.292\times0.0015/2.0005=0.25$ mT, about 20% of the displacement. An error of this size can arise if a doublet feature from one orientation is compared with a central-line feature from another. It does not arise when both are taken at the same orientation, as the definition of $B_0$ requires.

Two further effects are small. A second silicon-29 nucleus with a rough coupling of 1 mT would, on its own, displace its doublet midpoint by 0.0007 mT. At 300 K the microwave quantum is 0.0015 of the thermal energy; in this model, with $g$ and $a$ held fixed, temperature affects the level populations and not the resonance fields. With $a$ held at 41.84 mT, the hyperfine displacement averaged over directions is thus 1.3 mT. In an amorphous oxide, however, the separation is read from the peaks of a powder pattern, which favour directions across the axis. If those peaks are 42 mT apart and $t=2$ mT, their midpoint can be displaced by up to about 0.2 mT more, depending on the line width. For a single orientation even the first decimal can change: with $t=2$ mT the displacement runs from about 1.2 mT along the axis to about 1.4 mT across it.

## Computed values

```
Microwave frequency: 9.5 GHz
g value (rough input): 2.0005
Measured doublet separation D: 42.0 mT
Electron frequency per field: 27.999 MHz/mT
Uncoupled resonance field B0: 339.292 mT
Hyperfine coupling a found from D: 41.840 mT
Hyperfine coupling as a frequency: 1171.5 MHz
Low-field line: 316.997 mT
High-field line: 358.997 mT
Doublet midpoint: 337.997 mT
Midpoint shift below B0, diagonalization: 1.2948 mT
Midpoint shift below B0, closed formula: 1.2948 mT
Midpoint shift in gauss: 12.95 G
Weak-coupling estimate D^2/(4 B0): 1.2998 mT
Shift if 42 mT is a instead of D: 1.3048 mT
Largest closed-form error up to a = 0.9 B0: 1.3e-12 mT
Low-field line strength / uncoupled: 0.9957
High-field line strength / uncoupled: 0.9966
Rise of both transitions at field B0: 1.2850 mT
The same rise as a frequency: 35.98 MHz
Shift without flip-flop, magnitude: 0.0e+00 mT
Apparent g from the midpoint: 2.0082
Higher microwave frequency: 34.0 GHz
Uncoupled field at higher frequency: 1214.31 mT
Midpoint shift at higher frequency: 0.3605 mT
Silicon-29 nuclear g factor (rough input): -1.11
Shift change from nuclear Zeeman: 3.9e-04 mT
Axial hyperfine part (rough input): 2.0 mT
Shift, field along hyperfine axis: 1.175 mT
Second-order formula, along axis: 1.170 mT
Shift, field across hyperfine axis: 1.364 mT
Second-order formula, across axis: 1.359 mT
Shift averaged over directions: 1.301 mT
g anisotropy (rough input): 0.0015
Field spread from g anisotropy: 0.254 mT
Second-nucleus coupling (rough input): 1.0 mT
Midpoint shift from second nucleus: 0.00074 mT
Temperature: 300 K
Microwave quantum / thermal energy: 0.00152
```
